# Transmission eigenvalues and conductance variance of a chaotic cavity: a numerical check

```python
# Chaotic cavity, leads with N1 <= N2 channels, N = N1+N2, n = N1, m = N2-N1.
# S = [[r,t'],[t,r']] from the circular ensembles: beta=1 (S=S^T), beta=2,
# beta=4 (S = Z S^T Z^T, size 2N). T_i = sin^2(theta_i): distinct eigenvalues of t^+ t.
# g = sum T_i = G/G0, G0 = 2e^2/h.  Results under test, with x = 2/beta-1:
#  density  P ~ prod T_i^(alpha-1) prod |T_i-T_j|^beta, alpha = beta(m+1)/2
#  <g> = N1 N2/(N+x)
#  var g = 2 N1 N2 (N1+x)(N2+x)/[beta (N+x)^2 (N+x-1)(N+2x+1)]
#  kappa var g = <sum T(1-T)>, kappa = beta(N+x)/2
#  equal leads: var g = (1/(8 beta)) (1 - x/(2n) + ...)
import numpy as np
import sympy as sp
from scipy.linalg import expm, block_diag
from scipy.special import eval_jacobi
from scipy.integrate import quad
from scipy import constants as const

rng = np.random.default_rng(20240)
BETAS = (1, 2, 4)

def mean_g(b, N1, N2):
    return N1*N2/(N1+N2+2/b-1)

def var_g(b, N1, N2):
    x = 2/b-1
    N = N1+N2
    return 2*N1*N2*(N1+x)*(N2+x)/(b*(N+x)**2*(N+x-1)*(N+2*x+1))

def kappa(b, N1, N2):
    return b*(N1+N2+2/b-1)/2

def spin(b):
    return 2 if b == 4 else 1

def zmat(b, k):
    return np.kron(np.eye(k), [[0., 1.], [-1., 0.]]) if b == 4 else np.eye(k)

def dual(b, X):
    d = spin(b)
    return zmat(b, X.shape[-1]//d) @ np.swapaxes(X, -1, -2) @ zmat(b, X.shape[-2]//d).T

def haar(count, k):
    q, r = np.linalg.qr(rng.normal(size=(count, k, k))+1j*rng.normal(size=(count, k, k)))
    dg = np.diagonal(r, axis1=1, axis2=2)
    return q*(dg/np.abs(dg))[:, None, :]

def circular(b, N, count):
    U = haar(count, spin(b)*N)
    return U if b == 2 else U @ dual(b, U)

def sample_T(b, N1, N2, count, chunk=1000):
    d = spin(b)
    out = []
    for _ in range(count//chunk):
        t = circular(b, N1+N2, chunk)[:, d*N1:, :d*N1]
        ev = np.linalg.eigvalsh(np.conj(np.swapaxes(t, 1, 2)) @ t)
        if b == 4:
            assert np.max(np.abs(ev[:, ::2]-ev[:, 1::2])) < 1e-10  # Kramers pairs
        out.append(ev[:, ::d])
    return np.concatenate(out)

def sigma(theta, N1, N2, d):
    M = np.eye(N1+N2, dtype=complex)
    for i, th in enumerate(theta):
        M[i, i] = M[N1+i, N1+i] = np.cos(th)
        M[i, N1+i] = M[N1+i, i] = 1j*np.sin(th)
    return np.kron(M, np.eye(d))

# ---- polar decomposition built explicitly from sampled S
worst = 0.0
for b in BETAS:
    for N1, N2 in ((3, 3), (2, 4)):
        d = spin(b)
        k = d*N1
        S = circular(b, N1+N2, 1)[0]
        r, tp, t = S[:k, :k], S[:k, k:], S[k:, :k]
        if b == 2:
            v1, c, w1 = np.linalg.svd(r)
        else:
            ev, vec = np.linalg.eigh(r @ r.conj().T)
            cols, c = [], []
            for j in range(0, k, d):
                y, cj = vec[:, j], np.sqrt(ev[j])
                image = r @ zmat(b, N1) @ y.conj()/cj
                cols += [y*np.sqrt(np.vdot(y, image))] if b == 1 else [y, -image]
                c += [cj]*d
            v1, c = np.array(cols).T, np.array(c)
            w1 = dual(b, v1)
        s = np.sqrt(1-c**2)
        v2 = t @ w1.conj().T/(1j*s)
        w2 = (v1.conj().T @ tp)/(1j*s[:, None]) if b == 2 else dual(b, v2)
        rest = S-block_diag(v1, v2) @ sigma(np.arccos(c[::d]), N1, N1, d) @ block_diag(w1, w2)
        sv = np.linalg.svd(rest, compute_uv=False)
        spare = d*(N2-N1)
        err = max(np.abs(rest[:k, :]).max(), np.abs(rest[:, :k]).max(),
                  np.abs(v1.conj().T @ v1-np.eye(k)).max(),
                  np.abs(v2.conj().T @ v2-np.eye(k)).max(),
                  np.abs(v2.conj().T @ rest[k:, k:]).max(),
                  np.abs(sv-(np.arange(len(sv)) < spare)).max())
        assert err < 1e-7
        worst = max(worst, err)
print(f"polar decomposition, largest residual: {worst:.1e}")

# ---- volume of the metric Tr dS dS^+ by finite differences
def generators(k1, k2):
    out = []
    for lo, hi in ((0, k1), (k1, k1+k2)):
        for i in range(lo, hi):
            for j in range(i, hi):
                A = np.zeros((k1+k2, k1+k2), complex)
                if i == j:
                    A[i, i] = 1j
                    out.append(A)
                else:
                    A[i, j], A[j, i] = 2**-0.5, -2**-0.5
                    B = np.zeros_like(A)
                    B[i, j] = B[j, i] = 1j*2**-0.5
                    out += [A, B]
    return out

eps = 1e-5
angle_sets = ([0.3, 0.8, 1.3], [0.15, 1.1, 0.6], [1.4, 1.0, 0.45])
worst = 0.0
for b in BETAS:
    for N1, N2 in ((2, 2), (2, 4), (3, 4)):
        d, N, m = spin(b), N1+N2, N2-N1
        steps = [expm(eps*A) for A in generators(d*N1, d*N2)]
        logs = []
        for angles in angle_sets:
            th = np.array(angles[:N1])
            V = block_diag(haar(1, d*N1)[0], haar(1, d*N2)[0])
            W = block_diag(haar(1, d*N1)[0], haar(1, d*N2)[0]) if b == 2 else dual(b, V)
            Sg = sigma(th, N1, N2, d)
            tang = []
            for E in steps:
                Ei = E.conj().T
                if b == 2:
                    tang += [E @ Sg-Ei @ Sg, Sg @ E-Sg @ Ei]
                else:
                    tang.append(E @ Sg @ dual(b, E)-Ei @ Sg @ dual(b, Ei))
            for i in range(N1):
                e = eps*np.eye(N1)[i]
                tang.append(sigma(th+e, N1, N2, d)-sigma(th-e, N1, N2, d))
            rows = np.array([(V @ X @ W).ravel()/(2*eps) for X in tang])
            sv = np.linalg.svd(np.hstack([rows.real, rows.imag]), compute_uv=False)
            sv = sv[sv > 1e-6]
            assert len(sv) == {1: N*(N+1)//2, 2: N*N, 4: N*(2*N-1)}[b]
            T = np.sin(th)**2
            lj = np.sum(np.log(np.cos(th))+(b*(m+1)-1)*np.log(np.sin(th)))
            lj += b*sum(np.log(abs(T[i]-T[j])) for i in range(N1) for j in range(i))
            logs.append(np.sum(np.log(sv))-lj)
        assert np.ptp(logs) < 1e-6
        worst = max(worst, np.ptp(logs))
print(f"spread of log(metric volume / Jacobian formula): {worst:.1e}")

# ---- Gauss quadrature of the Jacobi density: T=u^2, ordered u1>u2>..., polynomial integrand
def jacobi_nodes(b, n, alpha, q=40):
    xg, wg = np.polynomial.legendre.leggauss(q)
    a = np.array([z.ravel() for z in np.meshgrid(*[(xg+1)/2]*n, indexing="ij")])
    w = np.prod([z.ravel() for z in np.meshgrid(*[wg/2]*n, indexing="ij")], axis=0)
    u = np.cumprod(a, axis=0)
    for j in range(n):
        w = w*a[j]**(n-1-j)*u[j]**(2*alpha-1)
        for i in range(j):
            w = w*(u[i]**2-u[j]**2)**b
    return (u**2).T, w/w.sum()

worst = 0.0
for b in BETAS:
    for N1, N2 in ((1, 1), (1, 3), (2, 2), (2, 5), (3, 3), (3, 4)):
        T, w = jacobi_nodes(b, N1, b*(N2-N1+1)/2)
        g = T.sum(1)
        mu = w @ g
        v = w @ (g-mu)**2
        err = max(abs(mu-mean_g(b, N1, N2)), abs(v-var_g(b, N1, N2)),
                  abs(kappa(b, N1, N2)*v-w @ (T*(1-T)).sum(1)))
        assert err < 1e-11
        worst = max(worst, err)
print(f"quadrature of density vs mean, variance, shot-noise link: {worst:.1e}")

def statistics(T):
    n = T.shape[1]
    vdm = np.prod([(T[:, i]-T[:, j])**2 for i in range(n) for j in range(i)], axis=0)
    return np.array([T.sum(1), T.sum(1)**2, T.prod(1), vdm, T.max(1), T.min(1)])

worst, wrong = 0.0, np.inf
for b in BETAS:
    for N1, N2 in ((2, 2), (2, 3), (3, 4)):
        st = statistics(sample_T(b, N1, N2, 12000))
        se = st.std(1)/np.sqrt(st.shape[1])
        alpha = b*(N2-N1+1)/2
        T, w = jacobi_nodes(b, N1, alpha)
        z = np.abs(st.mean(1)-statistics(T) @ w)/se
        assert z.max() < 4.5
        T, w = jacobi_nodes(b, N1, alpha+0.5)
        zw = np.abs(st.mean(1)-statistics(T) @ w)/se
        assert zw.max() > 8
        worst, wrong = max(worst, z.max()), min(wrong, zw.max())
print(f"sampled S vs density: worst {worst:.1f} sigma; alpha+1/2 off by >= {wrong:.0f} sigma")

# ---- symbolic divergences, solution and limits
B, A1, A2, nn = sp.symbols("B A1 A2 nn", positive=True)
X = 2/B-1
for n in (2, 3):
    Ts = sp.symbols(f"T0:{n}", positive=True)
    al, ka = B*(A2-n+1)/2, B*(n+A2+X)/2
    logP = (al-1)*sum(sp.log(z) for z in Ts)+B*sum(
        sp.log(Ts[i]-Ts[j]) for i in range(n) for j in range(i))
    p1, p2 = sum(Ts), sum(z**2 for z in Ts)
    def div(f):
        return sum(sp.diff(f(z), z)+f(z)*sp.diff(logP, z) for z in Ts)
    D = B*n*A2/2-ka*p1
    assert sp.cancel(sp.together(div(lambda z: z*(1-z))-D)) == 0
    assert sp.cancel(sp.together(div(lambda z: z*(1-z)*p1)-(D*p1+p1-p2))) == 0
    assert sp.cancel(sp.together(div(lambda z: z**2*(1-z))
                                 - (ka*p1-(ka+1-B/2)*p2-B*p1**2/2))) == 0
m1, m2, m11 = sp.symbols("m1 m2 m11")
ka = B*(A1+A2+X)/2
m1v = B*A1*A2/2/ka
sol = sp.solve([B*A1*A2/2*m1v-ka*m11+m1v-m2, ka*m1v-(ka+1-B/2)*m2-B*m11/2],
               [m2, m11], dict=True)[0]
vs = sp.factor(sp.cancel(sp.together(sol[m11]-m1v**2)))
assert sp.cancel(sp.together(vs-var_g(B, A1, A2))) == 0
veq = sp.cancel(vs.subs({A1: nn, A2: nn}))
assert sp.simplify(sp.limit(veq, nn, sp.oo)-1/(8*B)) == 0
assert sp.simplify(sp.limit(sp.cancel(nn*(8*B*veq-1)), nn, sp.oo)+X/2) == 0
vun = sp.cancel(vs.subs({A1: nn*A1, A2: nn*A2}, simultaneous=True))
assert sp.simplify(sp.limit(vun, nn, sp.oo)-2*A1**2*A2**2/(B*(A1+A2)**4)) == 0
print("symbolic limit of var g, equal leads:", sp.simplify(sp.limit(veq, nn, sp.oo)), "(B=beta)")

# ---- beta=2 determinantal kernel at large n
xg, wg = np.polynomial.legendre.leggauss(120)
Tg = (xg+1)/2
for n, m in ((40, 3), (5, 0), (40, 0)):
    phi = np.array([eval_jacobi(k, 0, m, xg) for k in range(n)])*np.sqrt(wg*Tg**m)
    phi /= np.linalg.norm(phi, axis=1)[:, None]
    M1, M2 = (phi*Tg) @ phi.T, (phi*Tg**2) @ phi.T
    vk = np.trace(M2)-np.sum(M1**2)
    assert abs(vk-var_g(2, n, n+m)) < 1e-10 and abs(np.trace(M1)-mean_g(2, n, n+m)) < 1e-10
print(f"beta=2, n=40 kernel var g = {vk:.7f}; formula {var_g(2, 40, 40):.7f}")

def mc_check(b, n, count):
    g = sample_T(b, n, n, count).sum(1)
    dev = (g-g.mean())**2
    se = dev.std()/np.sqrt(count)
    assert abs(g.mean()-mean_g(b, n, n)) < 4.5*g.std()/np.sqrt(count)
    assert abs(dev.mean()-var_g(b, n, n)) < 4.5*se
    return g.mean(), dev.mean(), se

for b in BETAS:
    mu, v, se = mc_check(b, 12, 3000)
    print(f"beta={b}, n=12 sampled var g = {v:.4f} +- {se:.4f}; formula {var_g(b, 12, 12):.4f}")

# ---- random Hamiltonian with ideal coupling, S=(1-iK)/(1+iK), K=(-H^-1) on 4 channel sites
# tolerances cover sampling error (about 2 percent in var) and O(N/M) finite-size bias
Mdim = 60
for b in (1, 2):
    gs = []
    for _ in range(8):
        A = rng.normal(size=(500, Mdim, Mdim))
        if b == 2:
            A = (A+1j*rng.normal(size=A.shape))/np.sqrt(2)
        H = (A+np.conj(np.swapaxes(A, 1, 2)))/np.sqrt(2*Mdim)
        K = -np.linalg.solve(H, np.tile(np.eye(Mdim)[:, :4], (500, 1, 1)))[:, :4, :]
        S = np.linalg.solve(np.eye(4)+1j*K, np.eye(4)-1j*K)
        gs.append(np.sum(np.abs(S[:, 2:, :2])**2, axis=(1, 2)))
    gs = np.concatenate(gs)
    assert abs(gs.mean()-mean_g(b, 2, 2)) < 0.04 and abs(gs.var()/var_g(b, 2, 2)-1) < 0.12
    print(f"Hamiltonian M=60, beta={b}, n=2: <g>={gs.mean():.3f} ({mean_g(b, 2, 2):.3f}),"
          f" var={gs.var():.4f} ({var_g(b, 2, 2):.4f})")

# ---- mean chord pi*Area/Perimeter (basis of the escape rate), checked in a unit disc
chord = quad(lambda p: 2*np.cos(p)*np.cos(p)/2, -np.pi/2, np.pi/2)[0]
assert abs(chord-np.pi*np.pi/(2*np.pi)) < 1e-12

# ---- worked example
mstar, EF, Wl, area = 0.1, 0.01, 1000.0, 1e8
h2m = const.hbar**2/(2*const.m_e*const.e)*1e20/mstar
kF = np.sqrt(EF/h2m)
n = sum(h2m*(np.pi*j/Wl)**2 < EF for j in range(1, 200))
assert n == int(kF*Wl/np.pi)
hv = 2*h2m*kF
Eesc, Eerg = hv*2*Wl/(np.pi*area), hv/np.sqrt(area)
G0 = 2*const.e**2/const.h
au_cond = const.e**2/const.hbar
assert abs(G0/const.physical_constants["conductance quantum"][0]-1) < 1e-8
print(f"inputs: m* = {mstar} m_e, E_F = {EF} eV, W = {Wl:.0f} A, area = {area:.0e} A^2")
print(f"hbar^2/2m* = {h2m:.3f} eV A^2")
print(f"k_F = {kF:.5f} 1/A; k_F W/pi = {kF*Wl/np.pi:.3f}; channels per lead n = {n}")
print(f"hbar v_F = {hv:.4f} eV A")
print(f"escape energy = {Eesc:.3e} eV; ergodic energy = {Eerg:.3e} eV; ratio = {Eerg/Eesc:.1f}")
print(f"G0 = {G0/au_cond:.5f} a.u. = {G0*1e6:.3f} microS")
for b in BETAS:
    mu, v, se = mc_check(b, n, 15000)
    x, ve = 2/b-1, var_g(b, n, n)
    print(f"beta={b}: x = {x:.2f}, alpha = {b/2:.1f}, kappa = {kappa(b, n, n):.2f}")
    print(f"  <g> = {mean_g(b, n, n):.5f}, sampled {mu:.4f} (unit G0)")
    print(f"  var g = {ve:.5f}, sampled {v:.4f} +- {se:.4f} (unit G0^2)")
    print(f"  1/(8 beta) = {1/(8*b):.5f}, with 1/n term {(1-x/(2*n))/(8*b):.5f}")
    print(f"  <sum T(1-T)> = {kappa(b, n, n)*ve:.4f}")
    print(f"  rms g = {np.sqrt(ve):.4f} G0 = {np.sqrt(ve)*G0*1e6:.2f} microS;"
          f" limit {G0*1e6/np.sqrt(8*b):.2f} microS")
print("8 beta var g for equal leads; columns beta = 1, 2, 4")
for k in (1, 2, 5, 20, 100):
    print(f"  n = {k}: "+", ".join(f"{8*b*var_g(b, k, k):.5f}" for b in BETAS))
print("verified")
```

Running it gives:

```
polar decomposition, largest residual: 7.1e-15
spread of log(metric volume / Jacobian formula): 6.8e-11
quadrature of density vs mean, variance, shot-noise link: 6.4e-15
sampled S vs density: worst 2.2 sigma; alpha+1/2 off by >= 23 sigma
symbolic limit of var g, equal leads: 1/(8*B) (B=beta)
beta=2, n=40 kernel var g = 0.0625098; formula 0.0625098
beta=1, n=12 sampled var g = 0.1154 +- 0.0030; formula 0.1202
beta=2, n=12 sampled var g = 0.0647 +- 0.0017; formula 0.0626
beta=4, n=12 sampled var g = 0.0310 +- 0.0008; formula 0.0319
Hamiltonian M=60, beta=1, n=2: <g>=0.802 (0.800), var=0.1011 (0.1029)
Hamiltonian M=60, beta=2, n=2: <g>=0.999 (1.000), var=0.0686 (0.0667)
inputs: m* = 0.1 m_e, E_F = 0.01 eV, W = 1000 A, area = 1e+08 A^2
hbar^2/2m* = 38.100 eV A^2
k_F = 0.01620 1/A; k_F W/pi = 5.157; channels per lead n = 5
hbar v_F = 1.2345 eV A
escape energy = 7.859e-06 eV; ergodic energy = 1.235e-04 eV; ratio = 15.7
G0 = 0.31831 a.u. = 77.481 microS
beta=1: x = 1.00, alpha = 0.5, kappa = 5.50
  <g> = 2.27273, sampled 2.2704 (unit G0)
  var g = 0.11443, sampled 0.1172 +- 0.0014 (unit G0^2)
  1/(8 beta) = 0.12500, with 1/n term 0.11250
  <sum T(1-T)> = 0.6294
  rms g = 0.3383 G0 = 26.21 microS; limit 27.39 microS
beta=2: x = 0.00, alpha = 1.0, kappa = 10.00
  <g> = 2.50000, sampled 2.4977 (unit G0)
  var g = 0.06313, sampled 0.0628 +- 0.0007 (unit G0^2)
  1/(8 beta) = 0.06250, with 1/n term 0.06250
  <sum T(1-T)> = 0.6313
  rms g = 0.2513 G0 = 19.47 microS; limit 19.37 microS
beta=4: x = -0.50, alpha = 2.0, kappa = 19.00
  <g> = 2.63158, sampled 2.6315 (unit G0)
  var g = 0.03300, sampled 0.0331 +- 0.0004 (unit G0^2)
  1/(8 beta) = 0.03125, with 1/n term 0.03281
  <sum T(1-T)> = 0.6269
  rms g = 0.1816 G0 = 14.07 microS; limit 13.70 microS
8 beta var g for equal leads; columns beta = 1, 2, 4
  n = 1: 0.71111, 1.33333, 1.77778
  n = 2: 0.82286, 1.06667, 1.17551
  n = 5: 0.91545, 1.01010, 1.05589
  n = 20: 0.97616, 1.00063, 1.01282
  n = 100: 0.99505, 1.00003, 1.00251
verified
```
